# Exchange broadening of crystal-field neutron lines of rare-earth ions in metals

**Question.** A rare-earth ion in a metal shows crystal-field lines in inelastic neutron scattering: a quasielastic line at zero energy transfer and inelastic lines at the level spacings. Exchange with the conduction electrons broadens them. How large are the widths, how do they scale with coupling, splitting and temperature, and is it true that the quasielastic width is Korringa-linear in $T$ while the inelastic width survives at $T=0$?

**Answer.** Energies and temperatures are in Ry, with $\hbar=k_B=1$, $\beta=1/T$, and times in $\hbar/\mathrm{Ry}$. Every width is a half width at half maximum.

## The model and the measured function

A single ion couples to the electron spin at its site:

$$H=H_{\rm CF}+H_{\rm band}-I\,\mathbf J\cdot\mathbf s,\qquad s_a=\frac1N\sum_{kk'\mu\nu}c^\dagger_{k\mu}\frac{(\sigma_a)_{\mu\nu}}{2}c_{k'\nu}.$$

The coupling comes from $-2J_{sf}\,\mathbf S\cdot\mathbf s$ with $\mathbf S\to(g_J-1)\mathbf J$ inside the multiplet, so $I=2(g_J-1)J_{sf}$. The band has a flat density of states $\rho$ per spin and site and half width $D$, large against $T$ and all splittings. Phonons, ion-ion coupling and hybridization (Coqblin–Schrieffer) exchange are outside the model.

In the dipole approximation and cubic symmetry the cross-section is proportional to $\chi''(\omega)/[\pi(1-e^{-\beta\omega})]$, with $\chi$ the $J_zJ_z$ susceptibility. Let a term $-hJ_z$ be switched off at $t=0$ and put $\Phi(t)=\langle J_z\rangle_t/h$. The response function is $-\dot\Phi$, and integrating by parts gives $\chi(\omega)=\Phi(0)+i\omega\int_0^\infty e^{i\omega t}\Phi\,dt$, so $\chi''/\omega=\mathrm{Re}\int_0^\infty e^{i\omega t}\Phi\,dt$. A term $e^{-i\omega_0t-\Gamma t}$ in $\Phi$ gives $\Gamma/[\Gamma^2+(\omega-\omega_0)^2]$, a Lorentzian of half width $\Gamma$. The starting deviation of the ion's density matrix $r$ is the first-order change of the Gibbs state, $Z^{-1}\int_0^\beta e^{-(\beta-\lambda)H_{\rm CF}}J_ze^{-\lambda H_{\rm CF}}d\lambda$ per unit $h$ (with $\langle J_z\rangle=0$):

$$\delta r_{mn}(0)=J_{z,mn}\,\frac{p_n-p_m}{E_m-E_n},$$

which becomes $\beta p_mJ_{z,mn}$ for $E_m=E_n$. Here $p_m$ is the population per state.

## What the electrons can absorb

The operator $c^\dagger_kc_{k'}$ evolves as $e^{i(\epsilon_k-\epsilon_{k'})t}$. In Wick's theorem the disconnected term carries $\mathrm{Tr}\,\sigma_a=0$, and the connected term carries $f_k(1-f_{k'})$ and $\tfrac14\mathrm{Tr}\,\sigma_a\sigma_b=\tfrac12\delta_{ab}$:

$$\langle s_a(t)s_b\rangle=\frac{\delta_{ab}}{2N^2}\sum_{kk'}f_k(1-f_{k'})\,e^{i(\epsilon_k-\epsilon_{k'})t}.$$

Define $C(t)=I^2\langle s_a(t)s_a\rangle$ (one component) and $\gamma(\omega)=\int e^{i\omega t}C(t)\,dt$. The time integral gives $2\pi\delta(\omega+\epsilon_k-\epsilon_{k'})$, so $\omega$ is energy given to the electrons, and $N^{-1}\sum_k\to\rho\int d\epsilon$ gives

$$\gamma(\omega)=\alpha F(\omega),\qquad \alpha=\pi(I\rho)^2,\qquad F(\omega)=\int f(\epsilon)\,[1-f(\epsilon+\omega)]\,d\epsilon .$$

With $f'=f(\epsilon+\omega)$ one has $f'(1-f)=e^{-\beta\omega}f(1-f')$, hence $f-f'=f(1-f')-f'(1-f)=(1-e^{-\beta\omega})f(1-f')$. The integral of $f-f'$ is the shift of the step, $\omega$. Therefore

$$F(\omega)=\frac{\omega}{1-e^{-\beta\omega}},\qquad F(0)=T,\quad F(\Delta)=\Delta(n+1),\quad F(-\Delta)=\Delta n,$$

with $n=1/(e^{\beta\Delta}-1)$. Elastic scattering uses a window of width $T$ at the Fermi level. A decay that releases $\Delta$ uses a window of width $\Delta$, open at $T=0$. An excitation is activated for $T\ll\Delta$.

## The relaxation kernel

To second order in $V=-I\sum_aJ_as_a$, for $r$ slow against the electronic memory, $\dot r=-i[H_{\rm CF},r]-\int_0^\infty d\tau\,\mathrm{Tr}_{\rm el}[V,[V(-\tau),r\otimes\varrho_{\rm el}]]$, with $\varrho_{\rm el}$ the electrons' Gibbs state. The four terms of the double commutator give, by cyclicity of the trace,

$$\sum_a\Big\{C(\tau)\big[J_aJ_a(-\tau)r-J_a(-\tau)rJ_a\big]+C(-\tau)\big[rJ_a(-\tau)J_a-J_arJ_a(-\tau)\big]\Big\}.$$

Put $\Lambda_a=\int_0^\infty C(\tau)J_a(-\tau)d\tau$. Since $J_a(-\tau)_{mn}=e^{i(E_n-E_m)\tau}J_{a,mn}$ and $C(-\tau)=C(\tau)^*$, the half-range integral has real part $\gamma/2$; its imaginary part shifts the lines and is dropped, so the level energies below are to be read as the shifted ones. The shift is of relative order $\alpha\ln(D/\Delta)$ and need not be small against the width: in the example below it lowers the line at $T=0$ by about $0.017\Delta$, four times its half width. Then

$$\dot r=-i[H_{\rm CF},r]-\sum_a[J_a,\ \Lambda_ar-r\Lambda_a^\dagger],\qquad\Lambda_{a,mn}=\tfrac12J_{a,mn}\gamma(E_n-E_m).$$

The Gibbs state is stationary because $\gamma(E_n-E_m)p_n=\gamma(E_m-E_n)p_m$. The Becker–Fulde–Keller theory keeps a second-order memory function at the running frequency; the kernel here evaluates the electronic spectrum at the line positions. For a quasielastic line that requires $\Gamma\ll T$, which holds for $\alpha\ll1$ when the width is of order $\alpha T$; components of width $\sim\alpha\Delta$, set by the decay of an excited multiplet, meet it only for $T\gg\alpha\Delta$. For an inelastic line at $T<\Gamma$, the elastic channel is probed over energies $\sim\Gamma$, where $F\sim\Gamma$ instead of $T$; as an estimate, not tested numerically, this distorts the line by $\sim\alpha\Gamma$, relative order $\alpha$ of the width.

When widths are small against differences of line positions, only terms linking elements of equal frequency matter (secular limit). If the levels are non-degenerate and their spacings all differ, each $r_{mn}$ with $m\ne n$ decays on its own; with coinciding spacings, as in an equidistant ladder, such elements feed each other and the width below does not apply. The coefficient of $r_{mn}$ in $\dot r_{mn}$ collects $-\tfrac12\sum_{ak}|J_{a,km}|^2\gamma(E_m-E_k)$ from $-J\Lambda r$, the same with $m\to n$ from $-r\Lambda^\dagger J$, and $+\gamma(0)\sum_aJ_{a,mm}J_{a,nn}$ from the other two terms. The pieces $k=m$ and $k=n$ complete a square:

$$\Gamma_{mn}=\tfrac12\sum_{k\ne m}W_{m\to k}+\tfrac12\sum_{k\ne n}W_{n\to k}+\tfrac12\alpha T\sum_a(J_{a,mm}-J_{a,nn})^2,$$

with $W_{m\to k}=\gamma(E_m-E_k)\sum_a|J_{a,km}|^2$. At $T=0$ only downward rates remain. For the line from the ground state $0$ to $m$ at $\Delta_m=E_m-E_0$, keeping only $k=0$ gives a lower bound,

$$\Gamma_{m0}(T=0)\ \ge\ \tfrac12\alpha\Delta_m\sum_a|J_{a,0m}|^2 .$$

The sum is three times the orientation average of $|\hat{\mathbf n}\cdot\mathbf J_{0m}|^2$, so it is proportional to the dipole strength of the line. A finite $T=0$ width needs a matrix element of $\mathbf J$ from the upper level to some lower level, and every dipole-visible line has one.

For two singlets with $J_{z,01}=M$, $\Gamma=\tfrac12\alpha M^2[F(\Delta)+F(-\Delta)]=\tfrac12\alpha M^2\Delta\coth(\beta\Delta/2)$. There is no quasielastic line, because $J_z$ has no diagonal element. The non-secular terms $\Lambda rJ+Jr\Lambda^\dagger$ feed $r_{01}$ into $r_{10}$ with the same coefficient $\Gamma$, so $\dot r_{10}=-(i\Delta+\Gamma)r_{10}+\Gamma r_{01}$ with its conjugate, and the exponents are $-\Gamma\pm i\sqrt{\Delta^2-\Gamma^2}$: within this kernel, with the level shifts already dropped, the secular limit misplaces the line by relative order $(\Gamma/\Delta)^2$.

The numerical check tests $\gamma$ without using the kernel. The exact fermion determinant for levels $J_z=\pm m$ coupled through $s_z$ decays at 0.996 of the predicted $\tfrac12\alpha T(2m)^2$ at two temperatures; the program also asserts agreement with the form using full phase shifts instead of Born values, which accounts for the deficit. Time evolution of an upper singlet among one-pair states at $T=0$ gives 0.993 and 0.997 of $\tfrac12\alpha M^2\Delta$ for two splittings; that the remainder is the dropped level shift is a conjecture. The widths $\Gamma_{m0}$ of the lines from the lowest level are tested against the kernel on two random $J=4$ fields, and the bound on the time-even one at $T\to0$.

## Cubic $J=5/2$: matrix elements

Take $H_{\rm CF}=B_4(O_4^0+5O_4^4)$ with $O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X$, $X=J(J+1)=35/4$, and $O_4^4=\tfrac12(J_+^4+J_-^4)$. $O_4^0$ equals $60,-180,120$ for $|m|=\tfrac52,\tfrac32,\tfrac12$. The ladder elements are $\sqrt5,\sqrt8,3$ for $\tfrac52\leftrightarrow\tfrac32$, $\tfrac32\leftrightarrow\tfrac12$, $\tfrac12\leftrightarrow-\tfrac12$, so $\langle\tfrac52|5O_4^4|{-\tfrac32}\rangle=\tfrac52\cdot\sqrt5\sqrt8\cdot3\sqrt8=60\sqrt5$. The block $60\begin{pmatrix}1&\sqrt5\\ \sqrt5&-3\end{pmatrix}$ has trace $-120$ and eigenvalues $-240$ and $120$, with

$$|a\rangle=\sqrt{\tfrac16}\,|\tfrac52\rangle-\sqrt{\tfrac56}\,|{-\tfrac32}\rangle,\qquad|c\rangle=\sqrt{\tfrac56}\,|\tfrac52\rangle+\sqrt{\tfrac16}\,|{-\tfrac32}\rangle .$$

The mirror $m\to-m$ gives partners $b$ and $d$ and exchanges $J_+\leftrightarrow J_-$, $J_z\to-J_z$. The doublet $\Gamma_7$ is $\{a,b\}$, the quartet $\Gamma_8$ is $\{c,d,|\mp\rangle=|{\mp\tfrac12}\rangle\}$, $\Delta=E_8-E_7=360B_4$, and $P_7,P_8$ are the projectors.

For $J_z$: $\langle a|J_z|a\rangle=\tfrac5{12}-\tfrac{15}{12}=-\tfrac56$, $\langle c|J_z|c\rangle=\tfrac{25}{12}-\tfrac3{12}=\tfrac{11}6$, $\langle c|J_z|a\rangle=\tfrac{\sqrt5}6(\tfrac52+\tfrac32)\equiv\mu$, $\mu^2=\tfrac{20}9$. Lowering gives $J_-a=\sqrt{5/6}\,|\tfrac32\rangle-\tfrac5{\sqrt6}|{-\tfrac52}\rangle$ and $J_-c=\tfrac5{\sqrt6}|\tfrac32\rangle+\sqrt{5/6}\,|{-\tfrac52}\rangle$; projecting on $b$ and $d$,

$$J_-a=-\tfrac53b-\mu d,\quad J_-c=-\mu b+\tfrac53d,\quad J_+a=-\sqrt{\tfrac{20}3}\,|-\rangle,\quad J_+c=\sqrt{\tfrac43}\,|-\rangle,\quad J_+|-\rangle=3|+\rangle .$$

Using $\sum_a|J_{a,km}|^2=|J_{z,km}|^2+\tfrac12|J_{+,km}|^2+\tfrac12|J_{-,km}|^2$, the pair strengths are $ab:\tfrac{25}{18}$, $ac:\tfrac{20}9$, $ad:\tfrac{10}9$, $a{-}:\tfrac{10}3$, $cd:\tfrac{25}{18}$, $c{-}:\tfrac23$, ${-}{+}:\tfrac92$, and their mirrors. Totals per initial state, diagonal terms included, are $7\to7$: $\tfrac{25}{36}+\tfrac{25}{18}=\tfrac{25}{12}$; $7\to8$: $\tfrac{20}9+\tfrac{10}9+\tfrac{10}3=\tfrac{20}3$; $8\to7$: $\tfrac{20}9+\tfrac{10}9=\tfrac{10}3$; $8\to8$: $\tfrac{121}{36}+\tfrac{25}{18}+\tfrac23=\tfrac{65}{12}$. Cubic symmetry (Schur's lemma) makes each $\sum_aPJ_aP'J_aP$ this total times $P$.

## The inelastic width

The line at $\Delta$ is carried by $Y=P_8J_zP_7=\mu(|c\rangle\langle a|-|d\rangle\langle b|)$. It loses amplitude at half the total rate of each multiplet and regains $\gamma(0)\sum_aJ_{8a}YJ_{7a}$, with $J_{7a}=P_7J_aP_7$, $J_{8a}=P_8J_aP_8$. Write the sum as $J_{8z}YJ_{7z}+\tfrac12(J_{8+}YJ_{7-}+J_{8-}YJ_{7+})$. The first term is $\tfrac{11}6(-\tfrac56)Y=-\tfrac{55}{36}Y$. With $J_{7-}=-\tfrac53|b\rangle\langle a|$, $YJ_{7-}=\tfrac53\mu|d\rangle\langle a|$, and $J_{8+}d=\tfrac53c$ gives $\tfrac{25}9\mu|c\rangle\langle a|$; the mirror term is $-\tfrac{25}9\mu|d\rangle\langle b|$, and half their sum is $\tfrac{50}{36}Y$. The total is $-\tfrac5{36}Y$, so $Y$ decays as one exponential with elastic coefficient $\tfrac12(\tfrac{25}{12}+\tfrac{65}{12})+\tfrac5{36}=\tfrac{135+5}{36}=\tfrac{35}9$:

$$\Gamma_{\rm in}=\alpha\left[\tfrac{35}9T+\tfrac{10}3F(-\Delta)+\tfrac53F(\Delta)\right].$$

This holds for either sign of $\Delta$. At $T=0$ it is $\tfrac53\alpha\Delta$ for a $\Gamma_7$ ground state and $\tfrac{10}3\alpha|\Delta|$ for $\Gamma_8$. For $\Gamma_{\rm in}<T\ll|\Delta|$ it rises linearly with slope $\tfrac{35}9\alpha$, and for $T\gg\Delta$, where $F(\pm\Delta)\simeq T\pm\Delta/2$, the slope is $(\tfrac{35}9+5)\alpha=\tfrac{80}9\alpha$.

## The quasielastic widths

$J_z$ is diagonal within each multiplet, and each projected $J_z,J_\pm$ sends a basis state to one basis state per multiplet. The zero-frequency part of $\delta r$ therefore stays diagonal and obeys rate equations. With $e=\alpha T$, $u=\gamma(-\Delta)$ for $7\to8$ and $d=\gamma(\Delta)$ for $8\to7$ (as a rate, not the state),

$$\dot p_a=-(\tfrac{25}{18}e+\tfrac{20}3u)p_a+\tfrac{25}{18}ep_b+d(\tfrac{20}9p_c+\tfrac{10}9p_d+\tfrac{10}3p_-),$$
$$\dot p_c=-(\tfrac{25}{18}e+\tfrac23e+\tfrac{10}3d)p_c+\tfrac{25}{18}ep_d+\tfrac23ep_-+u(\tfrac{20}9p_a+\tfrac{10}9p_b),$$
$$\dot p_-=-(\tfrac92e+\tfrac23e+\tfrac{10}3d)p_-+\tfrac92ep_++\tfrac23ep_c+\tfrac{10}3up_a .$$

The starting state is odd under the mirror. Subtracting each mirror equation, the differences $x=p_a-p_b$, $y=p_c-p_d$, $w=p_--p_+$ obey $\frac{d}{dt}(x,y,w)^T=-R\,(x,y,w)^T$, in which flips between partners count twice:

$$R=\begin{pmatrix}\tfrac{25}9e+\tfrac{20}3u&-\tfrac{10}9d&-\tfrac{10}3d\\-\tfrac{10}9u&\tfrac{31}9e+\tfrac{10}3d&-\tfrac23e\\-\tfrac{10}3u&-\tfrac23e&\tfrac{29}3e+\tfrac{10}3d\end{pmatrix}.$$

The signal is $\langle J_z\rangle=-\tfrac56x+\tfrac{11}6y-\tfrac12w$, starting from $2\beta(-\tfrac56p_7,\tfrac{11}6p_8,-\tfrac12p_8)$. The quasielastic response is three Lorentzians with widths the roots $r_1<r_2<r_3$ of $R$ and total (Curie) weight $\beta(\tfrac{25}{18}p_7+\tfrac{65}9p_8)$. The four elements $\pm\mu$ give the lines at $\pm\Delta$ the total (Van Vleck) weight $4\mu^2(p_7-p_8)/\Delta=\tfrac{80}9(p_7-p_8)/\Delta$. The program tests these widths and weights against the full non-secular kernel for both signs of $\Delta$.

*$T\ll\Delta$, $\Gamma_7$ lowest.* Let $B$ be the lower $2\times2$ block, $v=(\tfrac{10}9,\tfrac{10}3)^T$, $\eta=(y,w)^T$. The lower rows of the eigenvalue equation give $\eta=u(B-r_1)^{-1}v\,x$, and the top row gives $r_1=\tfrac{25}9e+\tfrac{20}3u-du\,v^T(B-r_1)^{-1}v$. To first order in $u$, $r_1\to\tfrac{25}9e$ on the right:

$$\Gamma_{\rm qe}=\tfrac{25}9\alpha T+\kappa\,\alpha\Delta n,\qquad\kappa=\tfrac{20}3-d\,v^T\big(B-\tfrac{25}9e\big)^{-1}v .$$

The first term is the Korringa rate of a pseudospin $\tfrac12$ with moment factor $-\tfrac53$. As $T\to0$, $B-\tfrac{25}9e\to\tfrac{10}3d$ and $v^Tv=\tfrac{1000}{81}$, so $\kappa\to\tfrac{20}3-\tfrac{100}{27}=\tfrac{80}{27}$. An excursion to $\Gamma_8$ returns the fraction $\tfrac{100}{27}/\tfrac{20}3=\tfrac59$ of the polarization. At $T=0.1\Delta$ both the formula and the full kernel give $\kappa=3.504$. The ratio $\Gamma_{\rm in}(0)/(d\Gamma_{\rm qe}/dT)=\tfrac53\Delta/\tfrac{25}9=\tfrac35\Delta$ is free of the coupling at this order. For $\Gamma_8$ lowest, $d\to0$ makes $R$ block triangular, and $B$ gives two linear widths, $3.37\,\alpha T$ and $9.74\,\alpha T$.

*$\Delta\ll T\ll9\Delta/(80\alpha)$, so that $\Gamma_{\rm in}\ll\Delta$.* Now $e=u=d$, $R$ is symmetric, and the roots are $5.77$, $8.45$ and $15$ times $\alpha T$. The last has eigenvector $(3,0,-5)$, as substitution shows, orthogonal to $(-\tfrac56,\tfrac{11}6,-\tfrac12)$, so it has no weight. The weighted mean root is the expectation of $R/\alpha T$ in the vector $(-5,11,-3)$; the product $9R/\alpha T$ on it is $(-445,739,-267)$, giving $11155/(9\cdot155)\approx8.00$. The $8.45$ line then holds $(8.00-5.77)/(8.45-5.77)\approx0.83$ of the weight in this limit, a hand result the program does not test.

*$\alpha T\gg\Delta$.* The secular limit fails. All $\gamma\simeq\alpha T$, the kernel becomes $-\tfrac12\alpha T\sum_a[J_a,[J_a,r]]$, and $[J_x,[J_x,J_z]]=[J_x,-iJ_y]=J_z$, likewise for $y$. All lines merge into one of the free-ion width $\alpha T$; the kernel gives $1.0006\,\alpha T$ at $\alpha T=10\Delta$.

For this ion and a wide band the quasielastic widths are thus linear in $T$ in three windows with different slopes. The third needs $\alpha D\gg\Delta$, because on a finite band $\gamma(0)=\alpha T\tanh(D/2T)<\alpha D/2$; the example below does not reach it. In other level schemes, a quasielastic line in the first window needs a ground multiplet in which $\mathbf J$ has matrix elements, and in the second at least one such multiplet.

## Numbers

Take Ce$^{3+}$ for its $J=\tfrac52$, $g_J=\tfrac67$, with round model parameters $J_{sf}=0.01$ Ry, $\rho=10/\mathrm{Ry}$ and $\Delta=10^{-3}$ Ry (13.6 meV, 158 K). A flat band with one orbital per site has $2D\rho=1$, so $D=0.05$ Ry; the widths do not depend on $D$, and the value $D=0.5$ Ry set in the program enters only the logarithms of its last line, which it overstates. Then $I=-\tfrac27\times0.01=-2.857\times10^{-3}$ Ry, $I\rho=-0.02857$ and $\alpha=\pi(0.02857)^2=2.565\times10^{-3}$.

At $T=0$, $\Gamma_{\rm in}=\tfrac53\times2.565\times10^{-3}\times10^{-3}=4.27\times10^{-6}$ Ry $=0.058$ meV, about 0.4% of $\Delta$; the $\Gamma_8$ lifetime is $1/(2\Gamma_{\rm in})=1.17\times10^5\,\hbar/\mathrm{Ry}$. The low-temperature Korringa slope is $\tfrac{25}9\alpha=7.12\times10^{-3}$, or $6.1\times10^{-4}$ meV/K, so $\Gamma_{\rm qe}\ll T$ as assumed. At $T=0.25\Delta$, with $F(\Delta)=1.0187\times10^{-3}$ and $F(-\Delta)=1.866\times10^{-5}$ Ry,

$$\Gamma_{\rm in}=2.565\times10^{-3}\,(9.72+0.62+16.98)\times10^{-4}=7.01\times10^{-6}\ \mathrm{Ry}.$$

Widths in $10^{-6}$ Ry, with shares of the Curie weight in brackets:

| $T/\Delta$ | $\Gamma_{\rm in}$ | $r_1$ | $r_2$ | $r_3$ |
|---|---|---|---|---|
| 0.1 | 5.27 | 0.713 (1.00) | 9.41 (0.00) | 11.0 |
| 0.25 | 7.01 | 1.97 (0.89) | 10.9 (0.11) | 15.1 |
| 0.5 | 11.3 | 5.25 (0.47) | 14.5 (0.53) | 23.1 |
| 1 | 21.7 | 13.2 (0.11) | 23.4 (0.89) | 41.1 |
| 2 | 44.0 | 29.0 (0.00) | 43.5 (1.00) | 78.8 |

The share of $r_3$ is at most 0.0024 at these temperatures. At $T=0.1\Delta$ the activated term is $3.504\times2.565\times10^{-3}\times4.54\times10^{-8}=4.1\times10^{-10}$ Ry, the difference between $r_1=7.1279\times10^{-7}$ and $\tfrac{25}9\alpha T=7.1238\times10^{-7}$ Ry. At $0.25\Delta$, $r_1=1.97$ already exceeds the Korringa value $1.78$ by 11% of the latter.

The weight does not stay on the narrowest root. It passes to $r_2$ near $T=0.5\Delta$, where the line is two Lorentzians of comparable weight with widths differing by a factor $14.5/5.25\approx2.8$. At $T=2\Delta$ the share of $r_1$ is $10^{-4}$, while the high-temperature limit above returns about 0.17 to it, so this near-zero is a passing feature. The inelastic half width read from the computed spectrum agrees with $\Gamma_{\rm in}$ within the asserted 1% for $T\le0.5\Delta$. At $2\Delta$ it is 44.3 against 44.0. Overlap with the tails of the other lines explains about half of this excess: the sum of the secular Lorentzians has a half width of 44.15. The non-secular terms supply the rest. Setting $\tfrac{80}9\alpha T=\Delta$ marks the wide-band scale of merging, $4.4\times10^{-2}$ Ry or about 7000 K, so this model stays secular over the whole table. That scale is comparable to $D$, where the wide-band $F$ no longer holds and $\gamma(0)$ saturates at $\alpha D/2=0.064\Delta$.

The next order in $I$ brings Kondo terms of relative size $|I\rho|\ln[D/\max(T,\Delta_{\rm tr})]$, with $\Delta_{\rm tr}$ the energy transferred, times a coefficient not computed here. With $D=0.05$ Ry the factor is $0.02857\ln50=0.11$ at the scale $\Delta$ and $0.02857\ln500=0.18$ at $T=0.1\Delta$, far above $\alpha$. The digits quoted above describe the second-order model only: the absolute widths are estimates at the level of tens of percent, $I$ is an effective coupling at the energy scale of each process, and the ratio $\tfrac35\Delta$ acquires a correction because its numerator and denominator probe different scales. Perturbation theory and the linear law fail when an antiferromagnetic coupling grows to order one. Between $D$ and $\Delta$ the full $\mathbf J$ scatters, which is antiferromagnetic for $I<0$ and fails if $|I\rho|\ln(D/\Delta)$ nears one; below $\Delta$ the coupling projected on the ground multiplet decides. For $\Gamma_7$ at $T\ll\Delta$, $\mathbf J=-\tfrac53\tilde{\mathbf S}$ turns the exchange into $+\tfrac53I\,\tilde{\mathbf S}\cdot\mathbf s$, which is antiferromagnetic for $I>0$; the $I<0$ of the example is ferromagnetic on the doublet but antiferromagnetic on the full multiplet. To logarithmic accuracy the doublet coupling changes by the relative amount $-I\rho\,[\ln(D/\Delta)-\tfrac53\ln(\Delta/T)]$, so the two ranges act in opposite directions.

## Computed results

```
check dephasing T=0.03 (band units): exact/golden = 0.9959
check dephasing T=0.06 (band units): exact/golden = 0.9960
check T=0 decay Delta=0.2 (band units): evolved/golden = 0.9926
check T=0 decay Delta=0.4 (band units): evolved/golden = 0.9970
sum |J|^2 per state 7-7, 7-8, 8-7, 8-8: 2.0833 6.6667 3.3333 5.4167
elastic feed c = -0.13889; T coefficient of G_in = 3.8889
returned polarization = 0.5556; kappa(T->0) = 2.9630
kappa(T=0.1 Delta): kernel 3.5038, formula 3.5040
G_qe/(alpha T), Delta<<T<<Delta/alpha: 5.773 8.449 15.000
G_qe/(alpha T), G8 ground, T<<|Delta|: 3.374 9.737
merged line at alpha T = 10 Delta: G/(alpha T) = 1.0006
g_J = 0.85714, J_sf = 0.01 Ry, rho = 10.0 /Ry, D = 0.5 Ry
Delta = 1.0e-03 Ry = 13.61 meV = 157.9 K; B4 = 2.7778e-06 Ry
I = -2.8571e-03 Ry, I rho = -0.02857, alpha = 2.5646e-03
T = 1.00e-04 Ry (15.8 K): n = 4.5402e-05, F(+D) = 1.0000e-03, F(-D) = 4.5402e-08 Ry
  G_in = 5.2722e-06 Ry = 0.0717 meV; kernel 5.2722e-06, spectrum 5.2724e-06 Ry
  G_qe = 7.1279e-07 9.4142e-06 1.1046e-05 Ry; 25/9 alpha T = 7.1238e-07 Ry
  qe weight shares 0.9997 0.0003 0.0000 ; Curie 6945.5, Van Vleck 4443.8 /Ry
T = 2.50e-04 Ry (39.5 K): n = 1.8657e-02, F(+D) = 1.0187e-03, F(-D) = 1.8657e-05 Ry
  G_in = 7.0068e-06 Ry = 0.0953 meV; kernel 7.0068e-06, spectrum 7.0074e-06 Ry
  G_qe = 1.9717e-06 1.0900e-05 1.5050e-05 Ry; 25/9 alpha T = 1.7809e-06 Ry
  qe weight shares 0.8908 0.1088 0.0004 ; Curie 2934.8, Van Vleck 4208.9 /Ry
T = 5.00e-04 Ry (78.9 K): n = 1.5652e-01, F(+D) = 1.1565e-03, F(-D) = 1.5652e-04 Ry
  G_in = 1.1268e-05 Ry = 0.1533 meV; kernel 1.1268e-05, spectrum 1.1272e-05 Ry
  G_qe = 5.2456e-06 1.4471e-05 2.3107e-05 Ry; 25/9 alpha T = 3.5619e-06 Ry
  qe weight shares 0.4667 0.5310 0.0024 ; Curie 1862.3, Van Vleck 3024.4 /Ry
T = 1.00e-03 Ry (157.9 K): n = 5.8198e-01, F(+D) = 1.5820e-03, F(-D) = 5.8198e-04 Ry
  G_in = 2.1710e-05 Ry = 0.2954 meV; kernel 2.1710e-05, spectrum 2.1742e-05 Ry
  G_qe = 1.3197e-05 2.3406e-05 4.1143e-05 Ry; 25/9 alpha T = 7.1238e-06 Ry
  qe weight shares 0.1127 0.8851 0.0022 ; Curie 1165.4, Van Vleck 1618.6 /Ry
T = 2.00e-03 Ry (315.8 K): n = 1.5415e+00, F(+D) = 2.5415e-03, F(-D) = 1.5415e-03 Ry
  G_in = 4.3987e-05 Ry = 0.5985 meV; kernel 4.3991e-05, spectrum 4.4281e-05 Ry
  G_qe = 2.8989e-05 4.3494e-05 7.8821e-05 Ry; 25/9 alpha T = 1.4248e-05 Ry
  qe weight shares 0.0001 0.9989 0.0010 ; Curie 651.7, Van Vleck 790.2 /Ry
G_in(T=0) = 4.2743e-06 Ry = 0.0582 meV; G_in/Delta = 4.2743e-03
G8 lifetime at T=0 = 1.1698e+05 hbar/Ry
G_in(T=0), G8 ground = 8.5486e-06 Ry
Korringa slope = 7.1237e-03 = 6.1387e-04 meV/K
G_in(0)/slope = 0.6000 Delta
merging scale G_in = Delta at T = 4.3960e-02 Ry = 6941 K
|I rho| ln(D/Delta) = 0.178; |I rho| ln(D/T), T = 0.1 Delta: 0.243
```
